# Radiative width and thermal lifetime of a quantum-well exciton

A Bethe-Salpeter calculation for a quantum well gives the energy and the oscillator strength of the lowest exciton, and from these a radiative rate $\gamma_0$ follows. Before $1/\gamma_0$ is set beside a measured luminescence decay, one must decide whether it is the right quantity. In the model worked out below, $1/\gamma_0$ is 2.7 ps, while an exciton gas kept thermal at 20 K by ideally fast scattering decays radiatively in 67 ps. The first number belongs to one exciton at rest, the second to a gas in which few excitons can emit.

Hartree atomic units are used, with $4\pi\varepsilon_0=1$. The speed of light is $c=137.036$, and $k$ is Boltzmann's constant.

## 1. The exciton at rest

**Envelope.** Take a thin, perfect well of area $S$ in a medium of uniform refractive index $n$. Near the band edges the Bethe-Salpeter equation, with static screening $\epsilon$ and electron-hole exchange neglected, is

$$\frac{k^2}{2\mu}\,\phi_{\mathbf k}-\frac1S\sum_{\mathbf k'}\frac{2\pi}{\epsilon|\mathbf k-\mathbf k'|}\,\phi_{\mathbf k'}=E\,\phi_{\mathbf k},$$

where $\mathbf k$ is the relative wavevector, $\mu$ the reduced mass and $E$ is measured from the gap. Since $2\pi/k$ is the two-dimensional Fourier transform of $1/\rho$, in real space this becomes

$$\left[-\frac{\nabla^2}{2\mu}-\frac{1}{\epsilon\rho}\right]\phi(\rho)=E\,\phi(\rho).$$

Try $\phi=N e^{-\rho/\lambda}$. In two dimensions $\nabla^2\phi=\phi''+\phi'/\rho=(1/\lambda^2-1/\lambda\rho)\phi$, so

$$-\frac{1}{2\mu\lambda^2}+\frac1\rho\left(\frac{1}{2\mu\lambda}-\frac1\epsilon\right)=E .$$

The bracket must vanish, which gives $\lambda=\epsilon/(2\mu)$ and a binding energy $-E=1/(2\mu\lambda^2)=2\mu/\epsilon^2$. The function has no node and is the ground state. Its normalization, $1=2\pi N^2\int_0^\infty\rho\,e^{-2\rho/\lambda}d\rho=\pi N^2\lambda^2/2$, gives

$$|\phi(0)|^2=\frac{2}{\pi\lambda^2}.$$

**Dipole.** The heavy-hole valence states are $(X\pm iY)/\sqrt2$ with spin up and down respectively; the conduction state is $s$-like with either spin. There are four pair states. The momentum operator does not flip spin, so two of them are dark. The other two have momentum elements $p(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$, where $p=|\langle S|p_x|X\rangle|$. They are degenerate here and may be combined: their sum and difference, divided by $\sqrt2$, have the vectors $p\,\hat{\mathbf x}$ and, up to a phase, $p\,\hat{\mathbf y}$. Each linearly polarized exciton therefore has a vector $\mathbf P$ with $P^2=p^2=E_P/2$, where $E_P=2p^2$ is the Kane energy. There is no dipole along the growth axis $z$.

With $\phi_{\mathbf k}$ normalized to $\sum_{\mathbf k}|\phi_{\mathbf k}|^2=1$, the pair amplitudes add coherently. Taking the interband element as constant near the band edge, and using $\phi(0)=S^{-1/2}\sum_{\mathbf k}\phi_{\mathbf k}$, the element for emission with polarization $\mathbf e$ is

$$\mathbf e\cdot\mathbf P\sum_{\mathbf k}\phi_{\mathbf k}=\sqrt S\,\phi(0)\,\mathbf e\cdot\mathbf P .$$

The well is assumed much thinner than the wavelength, and the electron and hole confinement functions are assumed to overlap fully.

**Field.** The coupling is $\mathbf A\cdot\mathbf p$. A mode in volume $V=SL$ has $\mathbf A=A_0\mathbf e(a\,e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$. With $N$ photons its mean squared electric field is $\omega^2A_0^2(2N+1)$. The electric and magnetic energies are equal, so the total is $\varepsilon_0n^2V\omega^2A_0^2(2N+1)$. Setting this equal to $\omega(N+\tfrac12)$, with $\varepsilon_0=1/4\pi$, gives

$$A_0^2=\frac{2\pi}{n^2\omega V}.$$

**Rate.** An exciton at rest emits along $\pm z$, because the photon must carry its in-plane wavevector, here zero. Only $q_z$ is left to sum over:

$$\gamma_0=2\pi\sum_{q_z}\frac{2\pi}{n^2\omega_0SL}\,S|\phi(0)|^2P^2\,\delta\!\left(\omega_0-\frac{c|q_z|}{n}\right).$$

Replace the sum by $(L/2\pi)\int dq_z$. The two roots $\pm n\omega_0/c$ each contribute $n/c$ to the integral of the delta function, hence

$$\boxed{\gamma_0=\frac{4\pi|\phi(0)|^2P^2}{n\,c\,\omega_0}}$$

The area has cancelled: the coherent enhancement $S$ of the matrix element is offset by the field's normalization. If a calculation supplies the oscillator strength per area of one linearly polarized exciton, $f_S=2P^2|\phi(0)|^2/\omega_0$, the same result reads $\gamma_0=2\pi f_S/(nc)$.

This $\gamma_0$ is a population rate. The amplitude decays as $e^{-\gamma_0t/2}$, and the corresponding Lorentzian has full width $\gamma_0$ at half maximum. A half width must be doubled before use in the formulas below.

**Numbers.** Choose round parameters: $\omega_0=1.5$ eV (0.055124 hartree), $n=3.5$, $\epsilon=n^2=12.25$, electron and hole masses 0.07 and 0.18, and $E_P=24$ eV. Then $\mu=0.0504$, $\lambda=12.25/0.1008=121.5$ bohr, $|\phi(0)|^2=4.31\times10^{-5}$ bohr$^{-2}$ and $P^2=0.441$. The binding energy is 18.3 meV. The rate is

$$\gamma_0=\frac{4\pi(4.31\times10^{-5})(0.441)}{3.5\times137.036\times0.055124}=9.03\times10^{-6}\ \text{hartree},$$

that is, a full width of 0.246 meV and a lifetime $1/\gamma_0=2.68$ ps. A well of finite width spreads the charges along $z$ and softens their attraction at short distance. This is expected to lower $|\phi(0)|^2$, and $\gamma_0$ with it, so these values belong to the strictly two-dimensional model.

## 2. The moving exciton

Now let the exciton have in-plane wavevector $K$ and energy $\omega_0+K^2/2M$, with $M$ the sum of the two masses. The photon must have the same in-plane wavevector. Define

$$k_0=\frac{n\omega_0}{c},\qquad u=\sqrt{1-K^2/k_0^2},\qquad E_1=\frac{k_0^2}{2M}.$$

In the example $k_0=1.408\times10^{-3}$ bohr$^{-1}$ and $M=0.25$, so $E_1=3.96\times10^{-6}$ hartree. This is $7\times10^{-5}$ of $\omega_0$, and the kinetic energy may be dropped from the photon's energy.

Energy conservation, $(c/n)\sqrt{K^2+q_z^2}=\omega_0$, gives $q_z=\pm k_0u$. Two factors change from the case at rest.

*Density of states.* At the roots $|d\omega/dq_z|=(c/n)|q_z|/q=(c/n)u$. The delta function now integrates to $2n/(cu)$ instead of $2n/c$, a factor $1/u$.

*Polarization.* Summing over the two transverse polarizations gives $\sum|\mathbf e\cdot\mathbf P|^2=P^2-|\hat{\mathbf q}\cdot\mathbf P|^2$. For a dipole across $\mathbf K$ (T) this is $P^2$. For a dipole along $\mathbf K$ (L), $\hat{\mathbf q}\cdot\hat{\mathbf P}=K/k_0$, and the sum is $P^2u^2$.

Therefore, for $K<k_0$,

$$\boxed{\gamma_T=\frac{\gamma_0}{u},\qquad \gamma_L=\gamma_0\,u}$$

At $K=0$ both return to $\gamma_0$, as they must, since the directions along and across $\mathbf K$ are then equivalent. With $u=\cos\theta$, where $\theta$ is the emission angle inside the medium, the L rate vanishes towards grazing emission because a dipole does not radiate along its own axis.

For $K>k_0$ no photon has both the right energy and the right in-plane wavevector, and the golden-rule rate is zero. The circle $K=k_0$ is the edge of the light cone.

**Without the golden rule.** The decay can also be followed by diagonalizing the Hamiltonian of one exciton coupled to a discrete set of photon modes. I used 1200 modes, spaced by $0.1\gamma_0$ and centred on resonance, and took the rate from the survival probability at $t=0.5/\gamma_0$ and $2/\gamma_0$. At $K=0$ the result is $1.005\gamma_0$. At $K=0.9k_0$ it is $2.322\gamma_0$ for T and $0.437\gamma_0$ for L, against $2.294\gamma_0$ and $0.436\gamma_0$ from the formulas.

The small excess comes from the finite photon band. For a flat band of half width $W$, the self-energy at a small detuning $E$ from resonance is

$$\Sigma(E)=\frac{\gamma}{2\pi}\ln\frac{W+E}{W-E}-\frac{i\gamma}{2}\approx\frac{\gamma E}{\pi W}-\frac{i\gamma}{2}.$$

The pole condition $E=\Sigma(E)$ gives a decay rate $\gamma/(1-\gamma/\pi W)$. With $W=60\gamma_0$ the relative excess is 0.5% for $\gamma=\gamma_0$ and 1.2% for $\gamma=2.294\gamma_0$, as found.

At $K=1.2k_0$, with 600 modes reaching $q_z=3k_0$, the T exciton survives with probability 0.9995 at $t=5/\gamma_0$; decay at the rate $\gamma_0$ would have left $e^{-5}=0.007$. The lowest available photon lies $0.2\omega_0$ above the exciton. To second order the exciton then acquires a small, oscillating photon admixture that does not accumulate in time.

**Where the formula fails.** The divergence of $\gamma_T$ at the edge is not physical. The golden rule needs a photon density of states that is smooth over the width of the level. The photon threshold lies below the exciton by

$$\omega_0-\frac{cK}{n}=\omega_0\left(1-\sqrt{1-u^2}\right)\approx\frac{\omega_0u^2}{2}.$$

Requiring $\gamma_0/u\ll\omega_0u^2/2$ gives

$$u\gg u_e=\left(\frac{2\gamma_0}{\omega_0}\right)^{1/3}=0.069 .$$

At $u=0.3u_e$, a diagonalization with 800 modes from $q_z=0$ to $0.5k_0$ leaves a survival probability of 0.78 at $t=2/\gamma_T$, where the golden rule predicts $e^{-2}=0.14$. The decay there is not only slower but incomplete. For T polarization the photon density of states diverges at the threshold while the coupling stays finite, and this produces a bound exciton-photon state below the threshold. At this $u$, with photon modes reaching $q_z=5k_0$, the bound state lies 2.0 meV below it and carries a weight of 0.63 on the exciton, so in this model the survival probability settles near $0.63^2\approx0.40$ instead of falling to zero. With the modes cut at $0.5k_0$ these values are 1.9 meV, 0.615 and 0.38. What this strip contributes to a thermal average is estimated in the next section.

## 3. The thermal gas

Let scattering keep the excitons in a Boltzmann distribution at temperature $T$ while they decay. Each state then holds a fixed fraction of the total number $N$, so $dN/dt=-\langle\gamma\rangle N$: the decay is a single exponential with $\tau=1/\langle\gamma\rangle$.

Boltzmann statistics require a density well below $4MkT/2\pi$, the factor 4 counting the spin states. The four states are taken to be equally populated at each $K$, which requires splittings far below $kT$. In the example this is only a rough approximation. Electron-hole exchange, neglected here, has a long-range part set by the same dipole as $\gamma_0$. Outside the light cone $u$ becomes $i\sqrt{K^2/k_0^2-1}$, and the self-energy $-i\gamma_L/2$ turns into a real upward shift $(\gamma_0/2)\sqrt{K^2/k_0^2-1}$ of the L exciton. At 20 K, for a kinetic energy $kT$, this shift is $0.28\,kT$. In the same way $-i\gamma_T/2$ becomes a downward shift $\gamma_0/(2\sqrt{K^2/k_0^2-1})$ of the T exciton, only $0.02\,kT$ at that energy but larger towards the edge, where this form diverges and fails. With $D=4/2=2$ the ratio of all states to bright ones,

$$\langle\gamma\rangle=\frac{1}{D}\,\frac{\langle\gamma_T\rangle+\langle\gamma_L\rangle}{2}.$$

Set $x=K^2/k_0^2$ and $a=E_1/kT$. The Boltzmann factor is $e^{-ax}$, the measure $K\,dK$ is proportional to $dx$, and the normalization integral is $\int_0^\infty e^{-ax}dx=1/a$. Substituting $x=1-u^2$, for which $|dx|=2u\,du$,

$$\langle\gamma_T\rangle=\gamma_0a\int_0^1\frac{e^{-ax}}{\sqrt{1-x}}\,dx=2\gamma_0a\int_0^1e^{-a(1-u^2)}du,$$

$$\langle\gamma_L\rangle=\gamma_0a\int_0^1e^{-ax}\sqrt{1-x}\,dx=2\gamma_0a\int_0^1u^2e^{-a(1-u^2)}du .$$

The divergence of $\gamma_T$ has been removed by the factor $u$ in the measure. Introduce the Dawson function $F(y)=e^{-y^2}\int_0^ye^{s^2}ds$. With $s=\sqrt a\,u$, $e^{-a}\int_0^1e^{au^2}du=F(\sqrt a)/\sqrt a$. For the L integral, integration by parts gives

$$\int_0^1u\left(u\,e^{au^2}\right)du=\frac{1}{2a}\left(e^a-\int_0^1e^{au^2}du\right).$$

Hence

$$\langle\gamma_T\rangle=2\gamma_0\sqrt a\,F(\sqrt a),\qquad \langle\gamma_L\rangle=\gamma_0\left[1-\frac{F(\sqrt a)}{\sqrt a}\right].$$

**Cold limit.** For large $a$, $F(y)\approx1/(2y)+1/(4y^3)$. The two averages become $\gamma_0(1+1/2a)$ and $\gamma_0(1-1/2a)$. Their first corrections cancel in the sum, and

$$\tau\to\frac{D}{\gamma_0}.$$

All excitons now sit near $K=0$, and the dark states alone lengthen the lifetime. The lifetime does not go to zero with $T$, so proportionality to temperature cannot hold throughout. This is a limit of the model: in a real well, the assumptions on density and fine structure become harder to satisfy on cooling. Moreover, thermalization needs a scattering rate above $\gamma_0$, while Boltzmann weights on sharp levels need the resulting width to stay below $kT$. In the example $\gamma_0$ exceeds $E_1$, so the two conditions cannot both hold for $kT\lesssim E_1$.

**Hot limit.** For small $a$, expand $e^{-a(1-u^2)}\approx1-a+au^2$:

$$\frac{\langle\gamma_T\rangle}{\gamma_0}=2a\left[1-a+\frac a3\right]=2a-\frac{4a^2}{3},$$

$$\frac{\langle\gamma_L\rangle}{\gamma_0}=2a\left[\frac{1-a}{3}+\frac a5\right]=\frac{2a}{3}-\frac{4a^2}{15}.$$

Half the sum is $4a/3-4a^2/5=(4a/3)(1-3a/5)$. Dividing by $D$ and inverting,

$$\boxed{\tau=\frac{3D}{4\gamma_0}\left[\frac{kT}{E_1}+\frac35+O\!\left(\frac{E_1}{kT}\right)\right]}$$

The lifetime grows linearly once $kT\gg E_1$, and is proportional to $T$ when the offset may also be dropped. The reason is a matter of counting. The density of states of a two-dimensional parabolic band is constant, so the thermal population spreads over an energy range $kT$ while the light cone keeps its range $E_1$. The fraction inside the cone is $1-e^{-a}\approx E_1/kT$. Within the uniformly filled cone the mean rates are $2\gamma_0$ for T and $2\gamma_0/3$ for L, with average $4\gamma_0/3$. The linear law thus depends on the dimension and on the parabolic band.

The edge strip can now be weighed. In the hot limit the T average is $2\gamma_0a\int_0^1du$, so the states with $u<u_e$ supply a fraction $u_e$ of it. T supplies three quarters of the total, so the states with $u<u_e$ alone supply about 5% of the averaged rate. This is a share at stake, not an error. To estimate the error, solve for the complex shift self-consistently, $\delta=-i\gamma_0/\big(2\sqrt{u^2+2\delta/\omega_0}\big)$, and use $-2\,\mathrm{Im}\,\delta$ as the T rate. It lies 10% below $\gamma_0/u$ at $u=u_e$ and within 0.2% of it at $2u_e$. Used inside the cone, it lengthens the lifetime at 20 K by about 3%. This estimate ignores the non-exponential decay near the edge, but it shows how many digits of the lifetimes carry meaning.

**Numbers.** In temperature units $E_1/k=1.252$ K. The slope is

$$\frac{d\tau}{dT}=\frac{3\times2}{4}\times\frac{2.677\ \text{ps}}{1.252\ \text{K}}=3.21\ \text{ps/K},$$

and the offset is $0.6\times1.252\times3.21=2.4$ ps. Numerical quadrature of the full averages gives:

| $T$ (K) | full $\tau$ (ps) | slope $\times\,T$ (ps) |
|---|---|---|
| 5 | 18.6 | 16.0 |
| 10 | 34.6 | 32.1 |
| 20 | 66.6 | 64.2 |
| 40 | 130.7 | 128.3 |

The difference between the columns stays near the predicted offset. Relative to the full value, strict proportionality is 14% too low at 5 K and 2% too low at 40 K. A straight line fitted to such lifetimes should therefore be allowed an intercept. Its value is less secure than the slope: it comes from the variation of the Boltzmann factor across the range $E_1$, which in the example is smaller than the level width $\gamma_0$. The neglected exchange shifts matter as well: included in the Boltzmann weights, with the T shift taken self-consistently near the edge, they lower the lifetime by about 3 ps at 20 K and 5 ps at 40 K, more than the offset itself, while at 5 K the L and T shifts nearly cancel. The digits in the table are those of the model's formulas.

## 4. When scattering is slow

Radiation empties the cone, and scattering must refill it. To see what happens when it does so slowly, let each state $i$ relax towards its thermal share $f_iN$ in a time $\tau_s$:

$$\frac{dN_i}{dt}=-\gamma_iN_i-\frac{N_i-f_iN}{\tau_s}.$$

At late times every $N_i$ decays as $e^{-Rt}$. Inserting this,

$$N_i=\frac{f_iN}{1+(\gamma_i-R)\tau_s}.$$

Sum over $i$, use $\sum_if_i=1$ and $1/(1+y)=1-y/(1+y)$:

$$\sum_if_i\,\frac{\gamma_i-R}{1+(\gamma_i-R)\tau_s}=0 .$$

For $kT\gg E_1$ nearly all the weight lies in states with $\gamma_i=0$. If also $R\tau_s\ll1$, they contribute $-R$. In the bright states inside the cone $R$ may be neglected beside $\gamma_i$, so to leading order in $a$

$$R=\left\langle\frac{\gamma}{1+\gamma\tau_s}\right\rangle .$$

For $\gamma_0\tau_s\to0$ this returns to $\langle\gamma\rangle$. For $\gamma_0\tau_s=1$ the T and L averages are

$$2\gamma_0a\int_0^1\frac{u\,du}{1+u}=2\gamma_0a(1-\ln2),$$

$$2\gamma_0a\int_0^1\frac{u^2\,du}{1+u}=2\gamma_0a\left(\ln2-\tfrac12\right).$$

They add up to $\gamma_0a$. Half of this, compared with $4\gamma_0a/3$, is a ratio of $3/8$; the factor $1/D$ is common to both. The slowest eigenvalue of the rate equations at $a=10^{-3}$, with the cone represented by 60 Gauss-Legendre points in $u$, gives 0.375.

In this model, then, a scattering time equal to $1/\gamma_0$ raises the slope from 3.2 to 8.6 ps/K. The lifetime remains linear in $T$ if $\tau_s$ does not depend on temperature. If it does, the law changes, but it need not bend visibly. Take $\tau_s\propto1/T$ with $\gamma_0\tau_s=1$ at 10 K. Between 5 and 40 K the slowest eigenvalue of the rate equations then gives lifetimes within about 0.5% of a straight line, with a slope of 3.6 ps/K and an intercept of 54 ps. Refilling the bright states in the cone takes a time of order $D\tau_skT/E_1$, here 43 ps, which is constant in this case and mainly shifts the line upwards. A measured straight line by itself does not establish that the gas is thermalized, and a value of $\gamma_0$ extracted from its slope rests on that assumption.

The comparison with experiment also requires free excitons. Localization removes the sharp wavevector on which the light cone rests. Nonradiative loss adds a rate of its own, ionization moves population into free carriers, and reabsorption returns emitted photons to the gas. Where these are small and the scattering rate lies well above $\gamma_0$ but well below $kT$, the thermal $\tau$ is the number to set beside the luminescence decay, while $\gamma_0$ is the radiative part of the linewidth at $K=0$. This window can be narrow. In the example $kT$ is only $7\gamma_0$ at 20 K, and the rate equations with $1/\tau_s=10\gamma_0$ still give a lifetime 24% above the thermal one, or 21% if the divergence of $\gamma_T$ is cut off at $u_e$. The 67 ps is therefore the fast-scattering limit of the model, not a prediction for a real well at that temperature.
